Why As4V clustering ejects silicon interstitials and can speed buried boron diffusion

**Q.** I have a silicon layer with nearly all its arsenic on lattice sites. During a moderate anneal the arsenic loses electrical activity, and a boron marker below the layer broadens. I am told that the arsenic forms As4V clusters, each an empty site with four arsenic neighbours. If the layer held no spare vacancies, where do the empty sites come from?

**A.** From sites that silicon atoms occupied. To see what becomes of those atoms, take a region of crystal with a fixed number M of lattice sites. No atoms cross its boundary, and no dislocation climbs inside it. Let N_V count all empty sites, including those inside clusters, and let N_I count silicon atoms between sites. All arsenic is taken to sit on sites. Each site holds silicon, holds arsenic or is empty:

M = N_Si,site + N_As + N_V.

Each silicon atom is on a site or is an interstitial:

N_Si = N_Si,site + N_I.

The second line gives N_Si,site = N_Si − N_I. Put this into the first:

M = N_Si − N_I + N_As + N_V,

N_I − N_V = N_Si + N_As − M.

Everything on the right is fixed, so any change obeys

ΔN_I = ΔN_V.

One new As4V cluster adds one empty site, and therefore one interstitial:

4 As_site → As4V + I.

The four arsenic atoms occupy four sites before and after. The fifth site, at the centre, loses its silicon atom.

**Q.** Must that atom be pushed out directly? Perhaps the crystal first makes a vacancy thermally, and the arsenic captures it.

**A.** The count is the same. A silicon atom leaving its site creates a vacancy and an interstitial together. If the cluster captures the vacancy, the interstitial is left over. In direct ejection the two events coincide.

I followed the capture route with rate equations for a closed box. They contain pair creation, recombination and vacancy capture by arsenic. Let S be the interstitial activity divided by its equilibrium value, and v the same ratio for vacancies. In scaled units the box starts with one interstitial, one vacancy and 200 arsenic atoms, so S = v = 1. At the end of the run S = 45.8 and v = 0.022. Capture drains the vacancies, pair creation replaces them, and the partners accumulate. The pair-creation rate in this box is a free choice, so the run illustrates the count, not the speed of this route in silicon.

**Q.** And if the layer does contain vacancies at the start?

**A.** Then the clusters can use them. With 60 vacancies in the same box, S ends at 0.11. The 200 arsenic atoms can form at most 50 clusters. At that limit the conserved difference between free interstitials and free vacancies is

S − v = 1 − 60 + 50 = −9.

Fast recombination keeps Sv = 1, so

S − 1/S = −9,

S² + 9S − 1 = 0,

S = (−9 + √85)/2 = 0.11.

The positive root is the physical one. Clustering has occurred, but the interstitials are below equilibrium.

A geometric count on a periodic diamond lattice separates the cases in the same way. Eight clusters made without vacancies leave eight interstitials. Eight made with eight initial vacancies leave none.

**Q.** So does a loss of active arsenic always inject interstitials?

**A.** No. A cluster without an empty site ejects nothing by this count. A vacancy arriving from the surface also removes the need for ejection, because the region is then open. Conversely, an As2V cluster ejects one interstitial for two arsenic atoms, twice the yield per atom of As4V.

Dislocation loops need separate care. When an interstitial loop grows, its atoms become part of an added lattice plane. N_I falls and M rises by the same number, so the balance survives but the interstitials are no longer mobile.

**Q.** Does site conservation also tell me that the reaction will run?

**A.** It gives the yield, not the free energy or the rate. It does show how the reaction opposes itself. For dilute interstitials, the chemical potential above equilibrium is k_B T ln S. Each cluster must release one interstitial against it. At 1023 K, k_B T = 0.0882 eV, so at S = 1000 the extra cost is

0.0882 eV × ln 1000 = 0.61 eV per cluster.

The capture route has the same penalty: with v = 1/S, taking a vacancy costs −k_B T ln v = k_B T ln S. Clustering continues only while its remaining free-energy gain exceeds this cost. I have not computed that gain. Below, the amount clustered is an input.

**Q.** The surface is much closer to the arsenic than the bottom of the wafer is. Why don't the interstitials simply leave through it?

**A.** In steady state they do, but a flow to the surface needs a gradient. S must therefore be higher inside than at the surface.

Let x be depth, with the surface at x = 0 and the bottom of the layer at x = w. Take the surface as a perfect sink, S = v = 1. Let K_I be the interstitial diffusivity times the equilibrium interstitial concentration, and define K_V likewise for vacancies. The interstitial flux is −K_I dS/dx. This form also covers charged defects: at S = 1 drift and diffusion cancel, so only a gradient of S drives a net flux. K_I then sums over charge states.

Suppose clusters eject mobile interstitials at rate g_I and capture vacancies at rate g_V, both per unit volume. With R the net recombination rate, the steady equations are

d/dx(K_I dS/dx) − R + g_I = 0,

d/dx(K_V dv/dx) − R − g_V = 0.

Subtract the second from the first. Recombination cancels because it removes one of each defect:

d/dx(K_I dS/dx − K_V dv/dx) = −g,  g = g_I + g_V.

Only the total g enters this difference. The two microscopic routes therefore give the same S if recombination and pair creation are fast enough to keep Sv = 1, which I assume below. Otherwise they can differ. Take g uniform in the layer and zero below it. With no sink deeper down, the net flow through x = w vanishes in steady state. Integrating from x to w gives

K_I dS/dx − K_V dv/dx = g(w − x).

Now integrate from the surface to w with constant K_I and K_V in the layer. The right side gives g(w² − w²/2) = g w²/2. With S and v now denoting values at w,

K_I(S − 1) − K_V(v − 1) = g w²/2.

Fast recombination sets v = 1/S, hence

K_I(S − 1) + K_V(1 − 1/S) = g w²/2.

Below the layer the net flow is zero. Since dv/dx = −(1/S²)dS/dx, this means

(K_I + K_V/S²) dS/dx = 0.

The bracket is positive, so S is constant there. A marker below the layer sees the full value reached at x = w.

**Q.** Can vacancies from the surface prevent the rise?

**A.** They can limit it strongly. Write P = g w²/2 and use 1 − 1/S = (S − 1)/S:

(S − 1)(K_I + K_V/S) = P.

For any positive P, S exceeds 1. For small P,

S − 1 ≈ P/(K_I + K_V).

For S ≫ 1 the vacancy term approaches K_V and cannot grow further, because v cannot fall below zero. Then

S ≈ 1 + (P − K_V)/K_I.

This last form fails when P is close to K_V. At P = K_V the full equation gives S(S − 1) = K_V/K_I, so S can already be large if K_I is much smaller than K_V. Otherwise a large supersaturation requires a supply well above K_V.

As a test, I solved the separate interstitial and vacancy equations numerically, with finite but fast recombination. In scaled units K_I = 1, K_V = 3 and P = 10. The formula becomes S² − 8S − 3 = 0, with positive root S = 4 + √19 = 8.359. Direct ejection and vacancy capture both gave 8.359.

**Q.** Why should boron respond to S?

**A.** Substitutional boron is nearly immobile. An interstitial can start a short mobile episode, after which boron returns to a site. While the mobile fraction is small, the rate of such episodes is proportional to S. A weaker vacancy route contributes in proportion to v. Thus

D = A S + B v.

At equilibrium D* = A + B. Define the interstitial share f = A/(A + B), and use v = 1/S:

D/D* = f S + (1 − f)/S.

To find when this is faster than equilibrium, subtract 1 and factor:

D/D* − 1 = (S − 1)[f − (1 − f)/S].

For S > 1, diffusion is faster if S > (1 − f)/f. If f is at least one half, every S > 1 qualifies. Boron in silicon has f near 1; I use the rough value 0.95.

A dopant with f = 0.02 behaves differently. At S = 10 its ratio is 0.2 + 0.098 = 0.298, so it slows down. It becomes faster than equilibrium only above S = 49. The boron result thus depends on its diffusion mechanism, not on a general softening of the crystal.

**Q.** Put numbers on it. How much of the ejected silicon has to remain mobile?

**A.** Take a layer 200 nm thick with 3×10²⁰ cm⁻³ arsenic, annealed for 15 s at 750 °C, that is 1023 K. Let 1×10²⁰ cm⁻³ arsenic enter As4V at a constant rate. The marker is 100 nm below the layer. The cluster density is

1×10²⁰/4 = 2.5×10¹⁹ cm⁻³.

Multiplying by the thickness, 2×10⁻⁵ cm, gives an ejected dose of 5×10¹⁴ cm⁻². If all of it were mobile, then

g = 2.5×10¹⁹/15 = 1.67×10¹⁸ cm⁻³ s⁻¹,

g w²/2 = 3.33×10⁸ cm⁻¹ s⁻¹.

I choose S = 1000 as a target, not as a prediction. Rough intrinsic transport values are K_I = 60 and K_V = 200 cm⁻¹ s⁻¹. The supply needed is

60 × 999 + 200 × 0.999 = 6.01×10⁴ cm⁻¹ s⁻¹.

This is about 0.02% of the full supply.

**Q.** But my layer is heavily n-type. Intrinsic values seem unsafe.

**A.** They are. The equilibrium concentration of a defect with charge −z grows as a^z, where a = exp[(E_F − E_i)/k_B T], E_F is the Fermi level and E_i its intrinsic position. With a rough intrinsic electron density of 1.3×10¹⁸ cm⁻³, n/n_i is 231. Carrier degeneracy raises a to about 408.

For a severe case, multiply all of K_I by a, as if every interstitial were singly negative, and all of K_V by a², as if every vacancy were doubly negative. Also let the whole arsenic diffusivity, roughly 10⁻¹⁶ cm²/s, carry interstitials outward in pairs:

K_I = 60 × 408 + 10⁻¹⁶ × 3×10²⁰ ≈ 5.4×10⁴ cm⁻¹ s⁻¹,

K_V = 200 × 408² ≈ 3.3×10⁷ cm⁻¹ s⁻¹.

Holding S = 1000 now needs

5.44×10⁷ + 3.32×10⁷ = 8.76×10⁷ cm⁻¹ s⁻¹,

or about 26% of the full supply. The target remains attainable, but the margin is finite. With the other inputs fixed, a K_V about eight times larger would require all the ejected interstitials. This case is deliberately unfavourable, but it is not a strict bound, because the transport data are rough and gap narrowing is omitted.

The estimate also assumes direct ejection. Suppose an interstitial and a vacancy recombine when they come within r = 0.5 nm, and both have diffusivity D = 10⁻⁹ cm²/s. At equilibrium, pair creation balances recombination, so with the severe values of K_I and K_V its rate is

8πr K_I K_V/D ≈ 2×10¹⁵ cm⁻³ s⁻¹.

Even if arsenic captured every vacancy, including those from the surface, holding S = 1000 would need pair creation at 2K_I(S − 1)/w² ≈ 3×10¹⁷ cm⁻³ s⁻¹, more than 100 times faster. With these values, capture of thermally created vacancies is too slow. This conclusion depends on how fast arsenic–interstitial pairs move. At fixed K_I, slower pairs must be more numerous, which raises the equilibrium rates of recombination and pair creation together. If the pairs recombine with vacancies at the same distance r, a pair diffusivity of 10⁻¹¹ cm²/s leaves a shortfall of only about a factor of four, and at 10⁻¹² cm²/s there is none. The capture route cannot then be ruled out. For direct ejection, slow recombination leaves v above 1/S. This reduces the vacancy term, so the supply needed is no larger than the value above. With r = 0.5 nm and D = 10⁻⁹ cm²/s, recombination is in fact too slow to keep Sv = 1: at the bottom of the layer Sv ends near 26 in the severe case and near 800 in the intrinsic one. S itself is hardly affected, and the time-mean values at the marker given below for this diffusivity change by less than 2%. The vacancy activity v, however, is far above 1/S.

**Q.** What happens to the rest of the interstitials?

**A.** Some may be stored in loops or other aggregates. If everything stayed mobile, the intrinsic estimate would be S ≈ 3.33×10⁸/60 ≈ 6×10⁶. I would not trust a model without interstitial aggregation at that value. That aggregation is what limits S in practice is a conjecture here, since I have not calculated loop growth.

**Q.** How much would my marker broaden at the target?

**A.** Multiply the diffusion equation by squared distance from the marker's centre and integrate by parts twice. For spatially uniform D, the variance grows as

dσ²/dt = 2D.

With a rough D* = 7×10⁻¹⁸ cm²/s, the equilibrium spread in 15 s is √(2D*t) = 0.145 nm. At S = 1000, D/D* = 950, and the spread becomes

0.145 nm × √950 = 4.5 nm.

**Q.** That assumes the plateau appears at once. Fifteen seconds is short.

**A.** I therefore solved the time-dependent problem, including defect storage and loss into the wafer. The defect diffusivity was set to a rough 10⁻⁹ cm²/s, and the mobile share was chosen in each case to give a steady S = 1000. The time-mean S at the marker was about 900 for the severe layer and 750 for the intrinsic one.

The lower intrinsic value may look odd. Its layer conducts poorly towards the surface, so loss into the deep wafer matters more. That loss is approximately K_I(S − 1)/√(πDt), with D the defect diffusivity. At 15 s the length √(πDt) is about 2200 nm, compared with a layer thickness of 200 nm. The wafer therefore adds roughly 9% to the intrinsic layer's conductance at the end, and more earlier. For the severe layer the added part is far smaller. In both cases S also still falls with depth below the layer during the 15 s, which lowers the time-mean by about 9% across the 100 nm gap. This accounts for most of the severe shortfall. In the intrinsic case it takes the mean from about 830 at the bottom of the layer to about 750 at the marker.

With the severe mean, the spread is

0.145 nm × √(0.95 × 896) = 4.2 nm.

Independent spreads add in variance, so a marker with initial σ = 5.0 nm ends at

√(5.0² + 4.2²) ≈ 6.5 nm.

If the defects diffuse ten times more slowly while K_I and K_V stay fixed, the severe mean falls to about 600. The boron spread is then about 3.5 nm. These runs also give arsenic–interstitial pairs the same diffusivity as free defects. Slower pairs would store more interstitials and delay the rise: with a pair diffusivity of 10⁻¹¹ cm²/s and free defects at 10⁻⁹ cm²/s, the severe mean would be only about 500.

**Q.** Should I fit the final marker with a Gaussian?

**A.** Not at this short time. Let λ² be the mobile diffusivity times the mean duration of a mobile episode. One episode adds 2λ² to the variance on average. Equating N episodes to 2Dt gives

N = Dt/λ².

For a rough λ = 5 nm and D/D* = 950, N is 0.40. If episodes start independently, a fraction exp(−0.40) ≈ 0.67 of the boron has not moved at all. The rest supplies the tails. The variance estimate remains useful, but the profile is not the Gaussian that many small steps would give.

**Q.** Could impurities between the layer and the marker hide the effect?

**A.** They could weaken or delay it. Take the simplest delay first. Suppose traps of density C_T each capture one interstitial permanently, and a front of filled traps has advanced a distance z below the layer. Let S be held fixed at the bottom of the layer and fall to about 1 at the front. If few interstitials are stored compared with the traps, the flux to the front fills new traps:

K_I(S − 1)/z = C_T dz/dt.

Multiplying by z and integrating from zero to a distance d gives the delay

t = C_T d²/[2K_I(S − 1)].

A numerical trap front with very fast capture arrived at 25.3 in scaled time, against 25.0 from this formula. With S held at 1000, a trap density of 10¹⁵ cm⁻³ and d = 100 nm, the formula gives 0.83 s.

That number is not a prediction for carbon, because the formula needs a front much thinner than d. If a trap captures interstitials that come within a radius r, they travel a typical distance L = 1/√(4πrC_T) among unfilled traps. For r = 0.5 nm, L is about 400 nm at 10¹⁵ cm⁻³ and 126 nm at 10¹⁶ cm⁻³. Some interstitials therefore reach the marker almost at once. With S held at the bottom of the layer and most traps still unfilled, the steady value of S − 1 at the marker is reduced by a factor exp(−d/L), about 0.78 and 0.45 in the two cases. At these densities carbon weakens the effect more than it delays it.

The severe layer can nearly hold S, because its K_I is far larger than that of the wafer below. The intrinsic layer cannot. A flux J into the traps changes its balance to K_I(S − 1) ≈ P − Jw, where the small vacancy term is dropped. Trapping then also lowers S at the bottom of the layer, so the marker loses more than the factor above. Reversible trapping needs a different calculation.

**Q.** How closely does this example resemble a real arsenic layer?

**A.** Laser melting can produce a highly active arsenic layer, and subsequent deactivation near 750 °C has been found to accompany enhanced diffusion of buried boron. The concentration, thickness and temperature here are meant to lie in that regime. The uniform layer, constant clustering rate, pure As4V population and S = 1000 are simplifications or choices. If the same clustered arsenic formed As2V, the ejected dose would double to 10¹⁵ cm⁻².

The assumption of no useful vacancy stock also needs a number. In the severe case the initial equilibrium density of free vacancies is K_V divided by the defect diffusivity, or 3.3×10¹⁶ cm⁻³. These could supply about 0.13% of the clusters, or 1.3% if that diffusivity were ten times lower. Vacancies already bound to arsenic are not in this count and could be far more numerous. Fast regrowth after laser melting can also freeze in more vacancies than the equilibrium value. Either stock would reduce the number of ejected interstitials, and neither is included here.

A device made by implantation breaks the assumption of a damage-free start. The arsenic dose here is 3×10²⁰ × 2×10⁻⁵ = 6×10¹⁵ cm⁻². Surviving implantation interstitials equal to only 8% of that dose would match the 5×10¹⁴ cm⁻² released by clustering. Marker broadening alone could not then identify the source.

**Q.** What comparison would help me separate the explanations?

**A.** Compare damage-free, initially active layers of different thickness. Keep the arsenic concentration, the anneal and the distance from layer to marker the same. The starting Fermi level is then the same, while the dose of clustered arsenic grows with thickness. Ejection by As4V predicts one interstitial per four newly clustered arsenic atoms. The boron response need not be proportional to that number. A thicker layer also puts the source farther from the surface. In steady state with a small vacancy term, S − 1 ≈ (gw)w/(2K_I), so doubling w doubles S − 1 even if the ejected dose, proportional to gw, stays the same. In the 15 s intrinsic example, where loss into the wafer matters, the time-mean of S − 1 at the marker still rises by a factor of about 1.7. Broadening that grows with thickness is therefore not by itself evidence for clustering. The distance effect must first be taken out, and surface vacancies, traps and loops also intervene. A second marker with small f could add a useful sign, but only in a longer anneal with a milder supersaturation: for 1 < S < (1 − f)/f it should slow down while boron speeds up, provided recombination keeps v near 1/S. That proviso is doubtful at 750 °C. Surface vacancies penetrate a length √(K_V/(G S)), with G the equilibrium pair-creation rate. For the severe layer with G ≈ 2×10¹⁵ cm⁻³ s⁻¹ and S = 10 this is about 380 nm, more than the layer thickness, so v would stay near 1 and the slowing could be absent. At S = 1000 a dopant with f = 0.02 would instead speed up twentyfold. In 15 s at 750 °C the equilibrium spread of such a dopant, antimony for example, is also only a few hundredths of a nanometre, too small for slowing to be seen. An equilibrium spread of 1 nm would take roughly six hours at that temperature. The numerical output below gives most of the values used in these estimates.

Computed values

```
SITE COUNT AND TESTS
No initial vacancies: As4V, I, empty sites = 8 8 8
With 8 initial vacancies: As4V, I, empty sites = 8 0 8
Closed box, no vacancy stock: final S = 45.83
Same box: final v = 0.0217
Closed box, vacancy stock: final S = 0.110
Test plateau from formula: S = 8.3589
Direct ejection, numerical: S = 8.3589
Vacancy capture, numerical: S = 8.3589
f=0.02, S=10: D ratio = 0.298
f=0.02: speed-up threshold S = 49.0
Trap-front time, numerical = 25.28 (scaled)
Trap-front time, formula = 25.00 (scaled)
EXAMPLE INPUTS (transport data rough)
Temperature = 1023.15 K; anneal = 15 s
Layer = 200 nm; marker gap = 100 nm
Total As = 3.00e+20 cm^-3
Clustered As = 1.00e+20 cm^-3
K_I = 60; K_V = 200 cm^-1 s^-1
Boron equilibrium D = 7.00e-18 cm^2/s
Arsenic D in layer = 1.00e-16 cm^2/s
Defect D = 1.00e-09 cm^2/s
Intrinsic electron density = 1.30e+18 cm^-3
Density-of-states mass = 1.10 electron masses
Boron f = 0.95; target S = 1000
EXAMPLE RESULTS
As4V density = 2.500e+19 cm^-3
Ejected interstitial dose = 5.000e+14 cm^-2
Ejection rate = 1.667e+18 cm^-3 s^-1
Full supply g w^2/2 = 3.333e+08 cm^-1 s^-1
Supply needed, intrinsic = 6.014e+04 cm^-1 s^-1
Mobile share needed, intrinsic = 0.0180 %
Conduction-band density N_c = 1.823e+20 cm^-3
n/n_i = 230.8; activity = 407.6
Severe K_I = 5.446e+04 cm^-1 s^-1
Severe K_V = 3.323e+07 cm^-1 s^-1
Supply needed, severe = 8.760e+07 cm^-1 s^-1
Mobile share needed, severe = 26.28 %
Boron D ratio on plateau = 950.0
Boron spread, equilibrium = 0.145 nm
Boron spread, plateau = 4.47 nm
NEGLECTED EFFECTS SIZED
Time-mean marker S, intrinsic layer = 754.8
Time-mean marker S, severe layer = 895.7
Same, tenfold slower defects = 603.6
Boron spread with lag, severe = 4.23 nm
Marker sigma: 5.0 to 6.55 nm
Carbon = 1.0e+15 cm^-3; delay = 0.834 s
Initial vacancies, severe = 3.32e+16 cm^-3
Their share of As4V = 0.133 %
Boron flight length = 5.0 nm (rough)
Mean boron flights, plateau = 0.399
Thermal energy = 0.08817 eV
```
